\section*{Ghost transmission from diffuse basis functions in tunnelling calculations}

\section*{A converged basis and a suspicious slope}

\textbf{Q.} I am computing the conductance of a series of tunnel junctions. When I add diffuse Gaussians, the total energy falls, the tails of the orbitals look better, and the conductance rises. I take the largest basis as the best answer. Why do you object?

\textbf{A.} Because the energy and the transmission are computed from different matrices. The energy uses the full Hamiltonian and overlap. The transmission uses a version cut into left lead $L$, centre $C$ and right lead $R$, from which some blocks may have been removed. A variational argument says nothing about the removed blocks. What happens to the conductance as the junction gets longer?

\textbf{Q.} It hardly drops. I had read that as efficient long-range tunnelling.

\textbf{A.} Let us test that reading where the answer is known. Take coherent one-electron transport at zero bias, one spin channel and a fixed Hamiltonian, so that self-consistency plays no part. The orthonormal sites of a chain have hopping $-t$. Lead sites have level $0$, and the $N$ barrier sites $1,\dots,N$ have level $U$. Define $k$ and $\kappa$ by
\begin{equation}
E=-2t\cos k,\qquad U-E=2t\cosh\kappa .
\end{equation}
A wave comes in from the left:
\begin{equation}
\psi_m=e^{ikm}+\rho e^{-ikm}\ (m\le 0),\qquad
\psi_m=\tau e^{ik(m-N-1)}\ (m\ge N+1).
\end{equation}
In the barrier, $(E-U)\psi_m+t(\psi_{m-1}+\psi_{m+1})=0$ is solved by $e^{\pm\kappa m}$. The combination with the right end values is
\begin{equation}
\psi_m=\frac{\psi_0\sinh[(N+1-m)\kappa]+\psi_{N+1}\sinh(m\kappa)}{\sinh[(N+1)\kappa]} .
\end{equation}
At site $0$ we need $E\psi_0+t\psi_{-1}+t\psi_1=0$. Since $\psi_0=1+\rho$, we have $\psi_{-1}=e^{-ik}+\rho e^{ik}=e^{ik}\psi_0-2i\sin k$. With $E+te^{ik}=-te^{-ik}$, the equations at sites $0$ and $N+1$ become
\begin{equation}
d\,\psi_0+w\,\tau=2it\sin k,\qquad w\,\psi_0+d\,\tau=0,
\end{equation}
\begin{equation}
w=\frac{t\sinh\kappa}{\sinh[(N+1)\kappa]},\qquad
d=-te^{-ik}+\frac{t\sinh N\kappa}{\sinh[(N+1)\kappa]} .
\end{equation}
The second equation gives $\psi_0=-d\tau/w$. Inserting this in the first gives $\tau=-2it\sin k\,w/(d^2-w^2)$. Both leads have the same velocity, so
\begin{equation}
T=|\tau|^2=\frac{4t^2\sin^2k\;w^2}{|d^2-w^2|^2}. \label{T}
\end{equation}
For a long barrier $w\to 2t\sinh\kappa\,e^{-(N+1)\kappa}$ while $d$ tends to a constant. Hence $T\propto e^{-2\kappa N}$, and the true decay constant is $2\kappa$ per site.

\section*{What diffuseness does when nothing is cut}

\textbf{Q.} Your sites are orthonormal. My functions overlap the electrodes. Surely that opens a real path?

\textbf{A.} Let us make the central functions spill over:
\begin{equation}
\varphi_j=|j\rangle+s\,(|j-1\rangle+|j+1\rangle),\qquad 0<s<\tfrac12 .
\end{equation}
Thus $\varphi_1$ has a piece on lead site $0$, and $\varphi_N$ one on site $N+1$. Write the functions as $\varphi_C=\chi_C b+\chi_L P_L+\chi_R P_R$. Here $\chi$ are the original sites, $b$ is tridiagonal with entries $1$ and $s$, and the $P$ matrices contain the spill. The eigenvalues of $b$ are $1+2s\cos[\pi j/(N+1)]>0$, so $b$ is invertible and the total space is unchanged.

Let $A=ES-H$, with primes for the new basis. The starting formulas of the Green function method are
\begin{align}
\Sigma_L&=A_{CL}\,g_L\,A_{LC},\quad g_L=A_{LL}^{-1}\ (E\to E+i0),\\
G&=(A_{CC}-\Sigma_L-\Sigma_R)^{-1},\quad \Gamma_L=i(\Sigma_L-\Sigma_L^\dagger),\\
T&=\mathrm{Tr}\,[\Gamma_L G\,\Gamma_R G^\dagger].
\end{align}
They assume $A_{LR}=0$, which holds here. The new coupling is $A'_{LC}=A_{LC}b+A_{LL}P_L$. Because $g_LA_{LL}=1$,
\begin{equation}
\Sigma'_L=b^T\Sigma_L b+b^TA_{CL}P_L+P_L^TA_{LC}b+P_L^TA_{LL}P_L .
\end{equation}
The central block is
\begin{equation}
A'_{CC}=b^TA_{CC}b+\sum_{X=L,R}\left(b^TA_{CX}P_X+P_X^TA_{XC}b+P_X^TA_{XX}P_X\right).
\end{equation}
On subtraction every spill term cancels:
\begin{equation}
A'_{CC}-\Sigma'_L-\Sigma'_R=b^T(A_{CC}-\Sigma_L-\Sigma_R)\,b .
\end{equation}
So $G'=b^{-1}G\,b^{-T}$. The extra terms in $\Sigma'_L$ are Hermitian, which leaves $\Gamma'_L=b^T\Gamma_Lb$. In the trace each $b$ meets a $b^{-1}$, and $T'=T$. The overlap with the electrodes opens no path of its own. With $s=0.1$ and $s=0.4$, explicit block calculations reproduce Eq.~\eqref{T}; for $s=0.4$ and $N=8$ both give $5.11\times10^{-11}$.

\section*{Cutting the lead coupling}

\textbf{Q.} My code keeps the coupling to the surface layer of the electrode and drops the deeper layers. Those elements are small.

\textbf{A.} In this model the cut removes one element per side. Site $-1$ hops to site $0$, on which $\varphi_1$ has amplitude $s$, so the dropped element is $A'_{-1,1}=st$. It is not small here: the retained element $A'_{0,2}$ has the same size. The cancellation above needed it. To see what is left over, look at the barrier interior. On coefficients $c_j=z^j$ the matrix $A'$ acts as
\begin{equation}
A'(z)=b(z)^2\left[E-U+t(z+z^{-1})\right],\quad b(z)=1+s(z+z^{-1}).
\end{equation}
The bracket vanishes for the physical decay $z=e^{-\kappa}$. But $b(z)$ vanishes too, where $sz^2+z+s=0$. Its root inside the unit circle is
\begin{equation}
z=-\zeta,\qquad \zeta=\frac{1-\sqrt{1-4s^2}}{2s}.
\end{equation}
With $c_j=(-\zeta)^j$, the wave function on an interior site is $c_m+s(c_{m-1}+c_{m+1})=0$. The coefficients decay along the chain, yet they describe no wave at all. This is a zero of the interior overlap $S(z)=b(z)^2$ at a decaying $z$, not a tunnelling state. The finite overlap matrix itself stays invertible.

\textbf{Q.} How can a combination that vanishes carry current?

\textbf{A.} Only through coupling vectors that no longer match it. Follow $G'=b^{-1}Gb^{-T}$ from end to end. For large $N$, and away from the far end of the chain,
\begin{equation}
(b^{-1})_{1m}\simeq\frac{(-1)^{m-1}\zeta^m}{s},\qquad
(b^{-1})_{nN}\simeq\frac{(-1)^{N-n}\zeta^{N+1-n}}{s}.
\end{equation}
The first row of $b$ confirms the normalization: $\zeta/s-\zeta^2=1$, by the equation for $\zeta$. Corrections near the far end change only the edge constant found below, so to leading order in $N$
\begin{equation}
G'_{1N}\simeq\frac{(-1)^{N-1}\zeta^{N+1}}{s^2}\sum_{m,n}(-\zeta)^{m-n}G_{mn}.
\end{equation}
Deep in the barrier $G_{mn}\simeq-e^{-\kappa|m-n|}/(2t\sinh\kappa)$. If $\zeta>e^{-\kappa}$, the sum over $m-n$ converges, to $1/[E-U-t(\zeta+\zeta^{-1})]\neq0$. Each interior site then contributes the same amount, so the double sum grows like $N$, with a constant from the edges.

The cut adds $\delta=\delta_L+\delta_R$ to the inverse Green function, where $\delta_X=\Sigma'_X-\Sigma_X^{\rm cut}$ acts on the end functions. Let $G'_{LL}$, $G'_{RR}$ and $G'_{LR}$ be the blocks of $G'$ between end functions. Keeping one traversal of the barrier, the Dyson equation $G^{\rm cut}=G'-G'\delta\,G^{\rm cut}$ gives
\begin{equation}
G^{\rm cut}_{LR}\simeq(1+G'_{LL}\delta_L)^{-1}G'_{LR}(1+\delta_RG'_{RR})^{-1}.
\end{equation}
The outer factors tend to constants. With complete couplings the factors $b$ in $\Gamma'$ remove the $\zeta^N$ term. After the cut nothing enforces that removal, and barring an accidental zero
\begin{equation}
T_{\rm cut}\simeq\zeta^{2N}\,|c_1N+c_0|^2 . \label{ghost}
\end{equation}
A smaller omission changes $c_0$ and $c_1$, but not $\zeta$. For $s=0.4$ the linear growth of $\sqrt{T_{\rm cut}}/\zeta^N$ was tested at $N=24,26,28$.

\textbf{Q.} So any diffuse function ruins the slope?

\textbf{A.} No, there is a threshold. We have $\zeta+\zeta^{-1}=1/s$ and $e^{-\kappa}+e^{\kappa}=(U-E)/t$. Since $x+1/x$ falls as $x$ rises towards $1$, $\zeta>e^{-\kappa}$ means
\begin{equation}
s>\frac{t}{U-E}.
\end{equation}
A higher barrier thus lowers the threshold. Take $t=1$ eV, $U=4$ eV and $E=-1$ eV. The threshold is $1/5=0.2$, and the true decay is $2\kappa=3.13$ per site.

For $s=0.1$ the cut calculation also decays by $3.13$ per site between $N=8$ and $10$. Its prefactor is still wrong: at $N=8$ it gives $4.22\times10^{-11}$ against $5.11\times10^{-11}$, which is 17\% below the exact value. A correct slope does not certify the conductance.

For $s=0.4$, $\zeta=(1-0.6)/0.8=0.5$. At $N=8$ the cut transmission is $2.80\times10^{-6}$, about $5\times10^4$ times too large. Restoring the dropped element gives $5.11\times10^{-11}$ again.

\textbf{Q.} But at $N=4$ the cut value is $4.8\times10^{-6}$, below the exact $1.42\times10^{-5}$, and it then rises to $1.10\times10^{-5}$ at $N=6$. That is no simple leak.

\textbf{A.} Equation~\eqref{ghost} accounts for the dip and the rise. Divide $\sqrt{T_{\rm cut}}$ by $\zeta^N$:
\begin{equation}
\frac{\sqrt{T_{\rm cut}}}{0.5^N}\approx 0.035,\ 0.212,\ 0.428,\ 0.639\quad(N=4,6,8,10).
\end{equation}
The last three values lie close to a line that crosses zero near $N=4$. The ghost amplitude nearly vanishes there, and the value at $N=4$ is set mainly by the faster-decaying terms that Eq.~\eqref{ghost} leaves out. A single short junction could therefore look harmless. The same factor explains why the decay between $N=8$ and $10$ is $0.99$ per site, less than the asymptotic $-2\ln\zeta=1.39$: a factor $(N-4)^2$ lowers the slope near $N=9$ by about $2/5$.

\section*{Dropping the direct electrode element}

\textbf{Q.} Suppose I keep every lead--centre coupling. My electrode functions are diffuse as well, and the formula sets $A_{LR}=0$.

\textbf{A.} Then the dropped element reappears with its sign reversed. Keep orthonormal sites in the barrier, but give the two frontier lead functions tails inside it:
\begin{equation}
|l\rangle=|0\rangle+\chi_Cu,\qquad |r\rangle=|N{+}1\rangle+\chi_Cv .
\end{equation}
Write $a_l=A_{C,0}$ and $a_r=A_{C,N+1}$ for the original couplings. Then
\begin{align}
A'_{Cl}&=a_l+A_{CC}u,\qquad A'_{Cr}=a_r+A_{CC}v,\\
A'_{lr}&=u^Ta_r+a_l^Tv+u^TA_{CC}v .
\end{align}
Eliminating the barrier gives the effective coupling
\begin{align}
&A'_{lr}-A'_{lC}A_{CC}^{-1}A'_{Cr}\nonumber\\
&\quad=A'_{lr}-a_l^TA_{CC}^{-1}a_r-a_l^Tv-u^Ta_r-u^TA_{CC}v\nonumber\\
&\quad=-a_l^TA_{CC}^{-1}a_r=w .
\end{align}
The last equality is the same elimination that produced $w$ before. The same algebra leaves the diagonal terms at $d$, since $A'_{ll}$ and $A'_{rr}$ are retained. Setting $A'_{lr}=0$ therefore changes one quantity in Eq.~\eqref{T}:
\begin{equation}
w\longrightarrow w-A'_{lr}. \label{drop}
\end{equation}

\textbf{Q.} I removed a direct path and created a larger one?

\textbf{A.} Yes. The tail of $|l\rangle$ also couples to the far side through the central functions. The direct element balances that contribution, and you removed only the balance.

For Gaussian tails $0.3\,e^{-m^2/(2\sigma^2)}$ with $\sigma=2.5$ sites and $N=8$, $w=3.44\times10^{-6}$ eV but $A'_{lr}=-3.64\times10^{-2}$ eV. The new coupling is $0.0364$ eV. At this length
\begin{equation}
\frac{|d|^2}{t^2}\simeq1+e^{-2\kappa}-2e^{-\kappa}\cos k\approx0.835,
\end{equation}
with $e^{-\kappa}\approx0.209$ and $\cos k=0.5$. Neglecting the coupling in the denominator,
\begin{equation}
T\approx\frac{4(0.75)(0.0364)^2}{(0.835)^2}\approx5.7\times10^{-3}.
\end{equation}
The block calculation gives $5.68\times10^{-3}$, against an exact $5.11\times10^{-11}$. Equation~\eqref{drop} was tested for $N=2$ to $12$. The cure follows from the same algebra: put $|l\rangle$ and $|r\rangle$ in the central region, so that the remaining leads have no direct element, and the exact values return.

\textbf{Q.} Does this also flatten the decay at all lengths?

\textbf{A.} Not with Gaussian tails on the electrodes alone. With $\ell=N+1$,
\begin{equation}
e^{-m^2/2\sigma^2}e^{-(\ell-m)^2/2\sigma^2}
=e^{-\ell^2/4\sigma^2}e^{-(m-\ell/2)^2/\sigma^2}.
\end{equation}
Ignoring slower factors, the ghost transmission falls as $e^{-\ell^2/2\sigma^2}$, with local slope $\ell/\sigma^2$. It is flatter than true tunnelling for short junctions and steeper for long ones, until the omitted element falls below $w$ and the true slope returns. Around $\ell\approx2\kappa\sigma^2\approx20$ sites this estimate of the slope fails: midway between the electrodes the tails then decay locally at about the rate $\kappa$, $E-H$ nearly annihilates them, and the omitted element changes sign. The mean decay from $N=4$ to $8$ is $0.83$ per site; from $N=10$ to $12$ it is already $2.1$. At $N=60$ the omitted element is $8\times10^{-23}$ of $w$, and the error is gone. A flat stretch over a few junction lengths is therefore no proof of a true exponential law.

\section*{Real Gaussians across a vacuum gap}

\textbf{Q.} Your spilled functions are built on a lattice. Would Gaussians on the atoms of the bridge do the same?

\textbf{A.} Put normalized one-dimensional Gaussians $(2\alpha/\pi)^{1/4}e^{-\alpha x^2}$ at spacing $a=2.5$ \AA\ in a uniform potential $5$ eV above $E$. For exponents $\alpha,\beta$ at distance $D$, completing the square with $\mu=\alpha\beta/(\alpha+\beta)$ gives
\begin{equation}
S=\frac{(4\alpha\beta)^{1/4}}{\sqrt{\alpha+\beta}}\,e^{-\mu D^2}.
\end{equation}
The kinetic element is $-(\hbar^2/2m)\,\partial_D^2S$, because differentiating the second function twice with respect to $x$ or to its centre gives the same result:
\begin{equation}
K=\frac{\hbar^2}{2m}\,2\mu(1-2\mu D^2)\,S .
\end{equation}
With $A_n=-[(U-E)S+K]$ at $D=na$, decaying solutions $z^j$ obey
\begin{equation}
\det\sum_n A_n z^n=0,\qquad |z|<1 .
\end{equation}
The continuum value to compare with is $\kappa a=a\sqrt{2m(U-E)}/\hbar=2.864$ per site.

One Gaussian per site, $\alpha=1.0$ \AA$^{-2}$, gives a physical root of $2.581$, which is 10\% below the continuum value. Adding a second with $0.3$ \AA$^{-2}$ brings it to $2.864$.

\textbf{Q.} That is the improvement I was paying for.

\textbf{A.} It is real. But the larger set also has spurious roots. The slowest lies at negative $z$ and decays by only $0.164$ per site. Its neighbourhood can be understood at $z=-1$. There the alternating sum of either Gaussian is even about each site and changes sign after one spacing, so it contains only $\cos(\pi x/a)$, $\cos(3\pi x/a)$ and higher odd harmonics. The Fourier transform of a Gaussian is proportional to $e^{-q^2/4\alpha}$, so the third harmonic relative to the first is
\begin{equation}
e^{-(9-1)\pi^2/(4\alpha a^2)}=e^{-2\pi^2/(\alpha a^2)},
\end{equation}
about $0.04$ for the compact function and $3\times10^{-5}$ for the diffuse one. The two sums are nearly proportional to each other, and the basis is nearly dependent. The position of the root itself comes from the numerical determinant.

Now attach contacts with a broadening of $1$ eV to the functions of the two end sites alone. This is a crude contact, and it sets the size of $T$ in the table, but it does not create the false slope. The root belongs to the bridge matrices $A_n$. Unlike the lattice combination $(-\zeta)^j$, its coefficients describe a small wave that does not vanish, because the higher harmonics of the two sums do not cancel, so a contact can excite it even when no coupling is cut. In long enough chains the transmission then follows the slowest root: finite chains were tested to decay at twice its rate, within 2\%. The decay rates in the table were taken between $N=5$ and $7$ for one Gaussian and between $N=40$ and $60$ for two. With two Gaussians the short chains have not yet settled: between $N=2$ and $6$ the mean decay is $0.51$ per site.

\begin{center}
\begin{tabular}{lcc}
 & one Gaussian & two Gaussians\\
$T$, $N=2$ & $7.2\times10^{-5}$ & $8.3\times10^{-2}$\\
$T$, $N=6$ & $7.8\times10^{-14}$ & $1.1\times10^{-2}$\\
decay of $T$ per site & $5.16$ & $0.328$\\
decay of $T$ per \AA & $2.06$ & $0.131$
\end{tabular}
\end{center}

The continuum decay is $2.29$ per \AA. The basis with the better physical root gives by far the worse length dependence, across a gap that contains no atoms' potentials at all.

\textbf{Q.} Then should I return to the small basis?

\textbf{A.} In this model that removes the slow root, but it leaves another error. The small set decays too slowly by $2(2.864-2.581)\approx0.57$ per site, a factor of about $1.8$ in $T$ for every site added. The partition has to be repaired in either basis. Extend the central region into the electrodes until the omitted $A_{LR}$ is small compared with the effective coupling $w$, which is itself exponentially small: with the tails above, $A'_{lr}=3\times10^{-10}$ eV at $N=22$ still makes $T$ about $10^{11}$ times too large. Hold the omitted lead--centre elements to the same standard. Then repeat the calculation with one more electrode layer in the centre.

\textbf{Q.} And if the result stops changing, the diffuse functions are safe?

\textbf{A.} The partition is then converged, which is a narrower statement. The cancellation I derived compares bases that span the same total space. Adding Gaussians changes the span, and an incomplete set can still excite its spurious roots where the barrier meets the lead. The two-Gaussian set does so: with semi-infinite free-electron leads in the same basis, $E=3$ eV and every coupling kept, $T$ is about $10^{-3}$ at $N=6$ against an exact $4\times10^{-15}$, and the decay again settles at $0.328$ per site. So compute the evanescent roots of the periodic bridge in your basis, and compare twice the slowest decay rate with the decay of $T$ over several lengths. If the slope follows a root that moves strongly when a diffuse exponent is changed, while the physical root stays put, you are measuring the basis. The numerical output gives the values at the other lengths.

\section*{Numbers as computed}
\begin{verbatim}
hopping t = 1.0 eV, barrier U = 4.0 eV, E = -1.0 eV
lead phase k = 60.0 degrees
kappa = 1.5668 per site
true decay 2*kappa = 3.1336 per site
threshold spill s = 0.20
s = 0.1: zeta = 0.1010, -2 ln zeta = 4.5849 per site
s = 0.4: zeta = 0.5000, -2 ln zeta = 1.3863 per site
T: exact | cut couplings s=0.1 | cut couplings s=0.4
N=2: 7.444e-03 | 6.472e-03 | 1.337e-02
N=4: 1.418e-05 | 1.183e-05 | 4.849e-06
N=6: 2.690e-08 | 2.226e-08 | 1.098e-05
N=8: 5.105e-11 | 4.216e-11 | 2.798e-06
N=10: 9.687e-14 | 7.996e-14 | 3.894e-07
N=8, s=0.4, all couplings kept: T = 5.105e-11
cut, s=0.1, decay N=8 to 10: 3.1338 per site
cut, s=0.4, decay N=8 to 10: 0.9861 per site
electrode tail amplitude 0.3, width 2.5 sites
w (eV) | omitted A_LR (eV) | T exact | T without A_LR
N=4: 1.815e-03 | -1.963e-01 | 1.418e-05 | 1.568e-01
N=6: 7.906e-05 | -1.169e-01 | 2.690e-08 | 5.739e-02
N=8: 3.444e-06 | -3.638e-02 | 5.105e-11 | 5.682e-03
N=10: 1.500e-07 | -7.024e-03 | 9.687e-14 | 2.123e-04
N=12: 6.535e-09 | -8.928e-04 | 1.838e-16 | 3.431e-06
without A_LR, mean decay N=4 to 8: 0.8294 per site
|A_LR|/w at N=60: 7.79e-23
Gaussian gap: barrier 5.0 eV, spacing 2.5 angstrom
end-contact broadening = 1.0 eV
continuum kappa = 2.8639 per site
continuum decay of T = 2.2912 per angstrom
small set exponents (1/angstrom^2): [1.0]
  physical root = 2.5806 per site
  slowest root = 2.5806 per site, z positive
  finite-chain decay of T = 5.1611 per site
  same decay = 2.0644 per angstrom
large set exponents (1/angstrom^2): [1.0, 0.3]
  physical root = 2.8640 per site
  slowest root = 0.1642 per site, z negative
  finite-chain decay of T = 0.3283 per site
  same decay = 0.1313 per angstrom
Gaussian gap T: small set | large set
N=2: 7.246e-05 | 8.305e-02
N=4: 2.384e-09 | 2.665e-02
N=6: 7.841e-14 | 1.070e-02
\end{verbatim}
